# When Saturated Phonons Give a Glass Its Thermal Conductivity Plateau

**Q:** The thermal conductivity of my glass nearly stops rising around 10 K. I have been told that the phonons carrying the heat have reached their full heat capacity. Why would that matter, when the total heat capacity is still climbing?

**A:** Because heat capacity and heat transport weight the vibrations differently. Take three sound branches of equal speed $v$, with $\omega=vk$, and let each mode relax independently with lifetime $\tau=\ell/v$, where $\ell$ is its mean free path. I neglect collective phonon drift. In a weak temperature gradient along $x$, the steady Boltzmann equation balances drift against relaxation:

$$v_x\frac{\partial n_0}{\partial T}\frac{dT}{dx}=-\frac{\delta n}{\tau},\qquad n_0=\frac1{e^{X}-1},\quad X=\frac{\hbar\omega}{k_BT}.$$

The heat current is the sum of $\hbar\omega v_x\delta n$ over modes. Dividing it by $-dT/dx$ gives

$$\kappa=3\int\frac{d^3k}{(2\pi)^3}\,\hbar\omega\frac{\partial n_0}{\partial T}\,v_x^2\tau .$$

Since $\partial X/\partial T=-X/T$, the heat capacity of one mode is

$$\hbar\omega\frac{\partial n_0}{\partial T}=k_BF(X),\qquad F(X)=\frac{X^2e^X}{(e^X-1)^2}=\left[\frac{X/2}{\sinh(X/2)}\right]^2.$$

The angular average of $v_x^2$ is $v^2/3$, and $d^3k$ becomes $4\pi\omega^2d\omega/v^3$. The factors 3 cancel, leaving

$$\kappa=\frac{k_B}{2\pi^2v^2}\int_0^\infty\omega^2\,\ell(\omega)\,F\,d\omega. \tag{1}$$

The upper limit is infinite because I first consider temperatures far below the Debye temperature.

As $\sinh h/h$ grows with $h$, $F$ falls with $X$. On heating, each mode's $F$ therefore rises towards 1, with $F\simeq1-X^2/12$ near saturation. The total heat capacity contains $\omega^2F$ without $\ell$, so it keeps growing as higher modes are excited. If those modes have very short paths, they store heat but add little to $\kappa$.

**Q:** How steeply must the scattering rise for this to produce a plateau?

**A:** Suppose scattering is proportional to frequency at first and then crosses over to a higher power $n>1$:

$$\frac1\ell=a\omega\left[1+\left(\frac{\omega}{\omega_c}\right)^m\right],\qquad m=n-1. \tag{2}$$

At $\omega_c$ the two contributions are equal. For the moment, $a$ does not depend on temperature. With $u=\omega/\omega_c$ and $t=k_BT/\hbar\omega_c$, we have $\omega^2\ell\,d\omega=(\omega_c^2/a)\,u\,du/(1+u^m)$, so

$$\kappa=K_0J(t),\quad K_0=\frac{k_B\omega_c^2}{2\pi^2v^2a},\quad J(t)=\int_0^\infty\frac{u\,F(u/t)}{1+u^m}\,du. \tag{3}$$

When $t\ll1$, $F$ admits only $u\lesssim t\ll1$, and $u^m$ can be dropped. Setting $u=tX$ and integrating once by parts,

$$J\simeq t^2\int_0^\infty\frac{X^3e^X}{(e^X-1)^2}dX=3t^2\int_0^\infty\frac{X^2}{e^X-1}dX=6\zeta(3)\,t^2 .$$

Here I expanded $1/(e^X-1)=\sum_{j\ge1}e^{-jX}$, whose terms integrate to $2/j^3$. The cold conductivity grows as $T^2$.

When $t\to\infty$, $F\to1$. The integrand then falls as $u^{1-m}=u^{2-n}$, which has a finite integral if and only if $n>3$. To find its value, put $s=u^m$, so that $u\,du=s^{2/m-1}ds/m$, and write $p=2/m$:

$$J_{\rm sat}=\frac1m\int_0^\infty\frac{s^{p-1}}{1+s}ds=\frac{\pi/m}{\sin(2\pi/m)}. \tag{4}$$

The last integral, $I$, follows from a contour around the positive real axis. The two sides of the cut contribute $(1-e^{2\pi ip})I$, and the pole at $s=-1$ contributes $-2\pi i\,e^{i\pi p}$. Hence $I=\pi/\sin\pi p$ for $0<p<1$.

For $1<n<3$ there is no plateau. At high $t$ the important frequencies have $u\sim t\gg1$, and $u=tX$ gives $J\simeq t^{3-n}\int X^{2-n}F\,dX$. At $n=3$ the integrand is $1/u$ up to $u\sim t$, so $J$ grows as $\ln t$. A crossover alone is therefore not enough.

**Q:** And when there is a plateau, do the phonons below the crossover carry most of the heat?

**A:** That needs a stronger condition. In the saturated limit, the parts below and above $\omega_c$ are

$$J_<=\int_0^1\frac{u}{1+u^m}du,\qquad J_>=\int_1^\infty\frac{u}{1+u^m}du=\int_0^1\frac{s^{m-3}}{1+s^m}ds,$$

where the last form uses $u=1/s$. The denominators now match, so we compare $u$ with $u^{m-3}$ on the interval from 0 to 1. They are equal for $m=4$, that is $n=5$. For larger $n$ the lower part wins; for smaller $n$ the upper part wins.

The share below $\omega_c$ is 0.31 for $n=4$, 0.50 for $n=5$ and 0.62 for $n=6$. With Rayleigh scattering, $n=4$, most saturated heat flows above the crossover. The carriers can still be low-frequency phonons in the sense that matters here, $\hbar\omega\lesssim k_BT$.

**Q:** You held the mean free path fixed while the temperature changed. In a glass, what gives scattering proportional to frequency, and does it stay fixed?

**A:** In the tunnelling model, atoms or groups of atoms move between two nearby positions. Each such system has asymmetry $\Delta$, tunnel splitting $\Delta_0$ and energy $E=\sqrt{\Delta^2+\Delta_0^2}$. Strain $\epsilon$ changes $\Delta$ by $2\gamma\epsilon$. I use one coupling $\gamma$ for all branches and the density $\bar P\,d\Delta\,d\Delta_0/\Delta_0$ with $\Delta>0$. With $r=\Delta_0/E$ this becomes $\bar P\,dE\,dr/(r\sqrt{1-r^2})$.

A wave $\epsilon_0\cos\omega t$ is first absorbed resonantly. Its transition matrix element is $\gamma r\epsilon_0/2$, so the golden rule gives the rate $(2\pi/\hbar)(\gamma r\epsilon_0/2)^2\delta(E-\hbar\omega)$. The net absorption is proportional to the difference between lower and upper populations, $\tanh(E/2k_BT)$. Since $\int_0^1r\,dr/\sqrt{1-r^2}=1$, the absorbed power per volume is $\tfrac{\pi}{2}\bar P\gamma^2\omega\epsilon_0^2\tanh(X/2)$. Dividing by the wave's energy flux, $\tfrac12\rho v^3\epsilon_0^2$, gives

$$\frac1{\ell_{\rm res}}=\frac{\pi C\omega}{v}\tanh\frac X2,\qquad C=\frac{\bar P\gamma^2}{\rho v^2}. \tag{5}$$

On heating, the two populations become equal and this absorption bleaches. If it were the whole story, saturated heat capacity would not give a plateau. Define $a=\pi C/(2v)$ and keep an additional Rayleigh term $a\omega u^3$. At high $t$, $\tanh(u/2t)\simeq u/2t$, and

$$J_{\rm res}\simeq\int_0^\infty\frac{u^2\,du}{u^2/t+u^4}=\int_0^\infty\frac{du}{1/t+u^2}=\frac\pi2\sqrt t .$$

The main carriers have $u\sim t^{-1/2}$, hence $X\sim t^{-3/2}\ll1$, so setting $F=1$ was justified. Their heat capacity is saturated, yet $\kappa$ grows as $T^{1/2}$ because their paths lengthen.

**Q:** What stops the paths from lengthening?

**A:** Relaxation absorption. The strain modulates $E$ with amplitude $2\gamma\epsilon_0\sqrt{1-r^2}$, and the populations follow with a delay $\tau_s$. Let $\sigma$ be the upper minus the lower population. Its equilibrium value is $-\tanh(E/2k_BT)$, so an energy change $\delta E$ shifts that value by $-\delta E\,\mathrm{sech}^2(E/2k_BT)/(2k_BT)$. The delayed response has an out-of-phase part proportional to $\omega\tau_s/(1+\omega^2\tau_s^2)$. Averaging the power $\tfrac12\sigma\,dE/dt$ over a cycle gives, per system,

$$\frac{\gamma^2\epsilon_0^2\,\omega(1-r^2)}{2k_BT}\,\mathrm{sech}^2\!\left(\frac{E}{2k_BT}\right)\frac{\omega\tau_s}{1+\omega^2\tau_s^2}.$$

Summing over systems and dividing by the energy flux,

$$\frac1{\ell_{\rm rel}}=\frac{C\omega}{v}\int_0^\infty\frac{dE}{2k_BT}\mathrm{sech}^2\!\left(\frac{E}{2k_BT}\right)\int_0^1\frac{2\sqrt{1-r^2}}r\frac{\omega\tau_s}{1+\omega^2\tau_s^2}dr. \tag{6}$$

The systems relax by emitting and absorbing phonons. One phonon in volume $V$ has squared strain matrix element $\hbar\omega/(2\rho Vv^2)$, and each branch has $V\omega^2/(2\pi^2v^3)$ modes per unit frequency. The golden rule, with emission and absorption factors adding to $\coth(E/2k_BT)$, yields for three branches

$$\frac1{\tau_s}=\frac{r^2}{\tau_{\min}},\qquad \frac1{\tau_{\min}}=\frac{3\gamma^2E^3}{2\pi\rho\hbar^4v^5}\coth\frac{E}{2k_BT}.$$

Let $w=\omega\tau_{\min}$ and $s=r^2$. The inner integral in (6) becomes $w\int_0^1\sqrt{1-s}\,ds/(s^2+w^2)$. When relaxation is fast, $w\to0$, the region $s\sim w$ dominates and the result is $\pi/2$. The energy integral is 1. Thus

$$\frac1{\ell_{\rm rel}}\to\frac{\pi C\omega}{2v}=a\omega .$$

This supplies the temperature-independent coefficient in (2). In this model, a plateau that persists on heating needs two kinds of saturation: of the carriers' heat capacity and of their scattering.

**Q:** How flat should the curve be at a finite temperature?

**A:** For $n=4$ it approaches its limit slowly. The missing part of $J$ is

$$D=\int_0^\infty\frac{u}{1+u^3}\,[1-F(u/t)]\,du,\qquad \frac{u}{1+u^3}=\frac1{u^2}-\frac1{u^2(1+u^3)} .$$

With $u=tX$, the first term gives

$$\frac1t\int_0^\infty\left[\frac1{X^2}-\frac{e^X}{(e^X-1)^2}\right]dX=\frac1t\left[-\frac1X+\frac1{e^X-1}\right]_0^\infty=\frac1{2t},$$

because the bracket tends to $-1/2$ at zero. In the second term low $u$ dominates, so $1-F\simeq u^2/12t^2$. It contributes $-(1/12t^2)\int_0^\infty du/(1+u^3)$. The substitution $u\to1/u$ turns that integral into $\int_0^\infty u\,du/(1+u^3)=J_{\rm sat}=2\pi/(3\sqrt3)$. Therefore

$$\frac{\kappa}{\kappa_{\rm sat}}=1-\frac{3\sqrt3}{4\pi t}+\frac1{12t^2}+\ldots\qquad(n=4). \tag{7}$$

The slow $1/t$ term comes from the tail above $\omega_c$, which is the last part to saturate. For $n>5$ the tail is weak enough to use $1-F\simeq u^2/12t^2$ throughout. The integral $\int u^3du/(1+u^m)$ follows as in (4), and the leading relative deficit is

$$\frac{\sin(2\pi/m)}{12t^2\sin(4\pi/m)} .$$

A steeper rise makes a flatter plateau.

**Q:** Please put numbers to this for 10 K.

**A:** I take round parameters: $v=4000$ m/s, $C=3\times10^{-4}$, $n=4$ and $f_c=\omega_c/2\pi=0.1$ THz. Then $\hbar\omega_c/k_B=4.80$ K and $t=10/4.80=2.08$. Inserting $a$ into (3),

$$K_0=\frac{k_B\omega_c^2}{\pi^3vC}=0.1465\ \mathrm{W/(m\,K)},\qquad \kappa_{\rm sat}=0.1465\times1.209=0.177\ \mathrm{W/(m\,K)}.$$

Equation (7) gives $1-0.198+0.019=0.821$ of this value. Direct integration gives 0.820, or $\kappa=0.145$ W/(m K). The local exponent $d\ln\kappa/d\ln T$ is 0.20: a shoulder, not a strictly flat line.

Now change $n$ alone, holding $v$, $C$, $f_c$ and $T$ fixed:

| $n$ | $\kappa$ in W/(m K) | local exponent | heat share below $f_c$ |
|---|---|---|---|
| 2 | 0.721 | 1.22 | 0.06 |
| 4 | 0.145 | 0.20 | 0.37 |
| 6 | 0.094 | 0.05 | 0.63 |

The case $n=2$ is still passing from its cold $T^2$ law to its high-temperature growth proportional to $T$.

For $n=4$, half the heat is carried below 0.128 THz, where $F=0.97$. Ninety per cent is carried below 0.366 THz, where $F=0.78$. The modes below that second frequency hold only 6% of the Debye heat capacity at 10 K. This answers your first question: most of the stored heat is in other modes, which contribute little to the current.

**Q:** Is relaxation really fast enough at 10 K to justify your constant $a$?

**A:** Not fully. With $\rho=2200$ kg/m³ and $\gamma=1$ eV, the sum of (5) and (6) at $f_c$ is 0.77 of $a\omega$. Resonance supplies $2\tanh(1/2t)=0.47$ of that, and relaxation supplies the remaining 0.30, well below its limit of 1. On heating, one mechanism fades while the other grows, so their changes partly cancel. The golden-rule rate also assumes a level width $\hbar/\tau_s$ smaller than $E$. For nearly symmetric systems this already fails at 10 K when $E\simeq4k_BT$, and by 20 K when $E\simeq2k_BT$, but such systems relax so much faster than the wave oscillates that they add little to the absorption at $f_c$.

Using the full tunnelling scattering raises $\kappa$ at 10 K by 15% relative to the simple model. Between 10 and 20 K the mean exponent is then 0.04, partly because the paths of phonons well below $f_c$ shorten on heating. With resonance alone it is 0.59, at the same Rayleigh scattering. Relaxation is therefore essential to the plateau in this model, even though it is incomplete at 10 K.

The constant-$a$ model is also inaccurate in the cold. There relaxation freezes out and $\tanh(X/2)\to1$ for modes with $X\gg1$, so their scattering tends to $2a\omega$. At 1 K the simple conductivity is 0.032 W/(m K), against 0.026 with the fuller scattering.

**Q:** My curve rises again at higher temperature. Where does that come from?

**A:** A mean free path cannot go on shrinking as a property of a travelling wave. One limit of the wave picture is $\ell=\lambda/2=\pi v/\omega$. From (2), this occurs when

$$1+u^3=\frac{1}{\pi v a}=\frac{13.5\ \mu\mathrm m}{20\ \mathrm{nm}},$$

where 13.5 μm is the path at $f_c$ from linear scattering alone and 20 nm is half the wavelength there. The solution is $f=0.88$ THz. At 10 K the simple model assigns 0.7% of its heat to frequencies above this, so the breakdown hardly affects the conductivity at that temperature.

Strongly scattered vibrations can still pass energy to their neighbours. As a rough description, add a path $\ell_{\min}=0.3$ nm for every mode up to the Debye frequency $\omega_D$:

$$\kappa_{\rm dif}=\frac{k_B\ell_{\min}}{2\pi^2v^2}\int_0^{\omega_D}\omega^2F\,d\omega .$$

Well below the Debye temperature, here 481 K for $6.6\times10^{22}$ atoms/cm³, the substitution $\omega=k_BTX/\hbar$ shows that this grows as $T^3$. Its large number of modes eventually compensates for their short paths. In W/(m K), with full tunnelling scattering included in the total:

| $T$ (K) | total | diffusive part |
|---|---|---|
| 5 | 0.140 | 0.0001 |
| 10 | 0.168 | 0.0008 |
| 20 | 0.178 | 0.006 |
| 30 | 0.193 | 0.021 |
| 50 | 0.265 | 0.092 |
| 100 | 0.602 | 0.428 |

The total is flattest between 14 and 15 K, with local exponent 0.07. From 10 to 30 K it rises by 15% while the temperature triples. By 100 K the diffusive part is the larger one.

**Q:** How closely does this represent a real glass, and may I use it for a thin film?

**A:** The parameters are rough values in the regime of vitreous silica, whose measured plateau is roughly 0.1 W/(m K). The model's 0.17 W/(m K) at 10 K has the right size but is not a prediction. The crossover frequency is especially influential: at fixed $v$ and $C$, $\kappa_{\rm sat}\propto f_c^2$, so lowering $f_c$ by 25% lowers it by 44%. In the simple model with constant $a$, separate longitudinal and transverse speeds of 5900 and 3700 m/s would lower $\kappa$ by 5% at fixed $C$ and $f_c$. Thermally activated relaxation, anharmonic scattering and soft modes in excess of the Debye density are left out; I have not sized their effects. Thin films break the assumption of an unbounded sample. Adding a boundary rate $1/d$ to $1/\ell$ with $d=1$ mm reduces the simple result at 10 K by 1%. With $d=1$ μm, however, the 6.75 μm path at $f_c$ becomes $1/(1/6.75+1)=0.87$ μm, nearly eight times shorter by this rough rule. Higher frequencies with shorter paths lose less, so the same rule lowers the simple $\kappa$ at 10 K to 0.37 of its bulk value. Heat flowing along the film is reduced less, because phonons moving nearly parallel to the surfaces travel farther before meeting them. The bulk plateau value should not be used for such a film when its surfaces scatter phonons diffusely.

**Q:** What could I measure to test the explanation?

**A:** Measure the attenuation of longitudinal and transverse sound from well below to well above the supposed crossover, at several temperatures across the plateau. One third of equation (1) for each of the three branches, with its own speed and path, then gives the part of the conductivity carried by travelling waves, without assuming a power law for $\ell$. Any diffusive part must be added; in the example it is 11% of the total at 30 K. The explanation requires $\omega^2\ell$ to fall fast enough that modes with $\hbar\omega\lesssim k_BT$ supply most of the integral, and their $\ell$ to change little with temperature. The example with full tunnelling scattering meets the second condition only near and above $f_c$: between 10 and 20 K the paths at $0.1$–$0.3f_c$ shorten by about 22%, and with all paths held at their 10 K values the mean exponent would be about 0.12 rather than 0.04. If those paths lengthen strongly on heating while $\kappa$ stays flat, saturated heat capacity alone cannot explain the plateau: the paths of other modes must be shortening to compensate. The numerical output lists the values for the example.

## Computed values

```
sound speed 4000 m/s; tunnelling strength C 3.0e-04
crossover frequency 0.10 THz
crossover temperature hbar*wc/kB 4.799 K
example temperature 10.0 K; t 2.084
path at fc, linear scattering only 13.51 um
path at fc, all scattering 6.75 um
prefactor K0 0.1465 W/(m K)
wavevector sum / integral at t=0.5: 0.99883
saturated J, n=4: 1.2092
saturated conductivity, n=4: 0.1771 W/(m K)
conductivity at 10 K, n=4: 0.1453 W/(m K)
ratio to saturated value: 0.8203
same ratio from expansion: 0.8207
n=4: saturated heat share below fc 0.3089
n=5: saturated heat share below fc 0.5000
n=6: saturated heat share below fc 0.6159
n=2, 10 K: kappa 0.7214 W/(m K), exponent 1.223, share below fc 0.062
n=4, 10 K: kappa 0.1453 W/(m K), exponent 0.197, share below fc 0.373
n=6, 10 K: kappa 0.0942 W/(m K), exponent 0.050, share below fc 0.627
half of heat at 10 K below 0.128 THz
mode saturation at that frequency 0.969
90% of heat at 10 K below 0.366 THz
mode saturation at that frequency 0.778
mode saturation at fc, 10 K: 0.981
heat capacity share of the 90% carriers 0.0599
exponent 10-20 K, resonance only 0.590
exponent 10-20 K, with relaxation 0.041
density 2200 kg/m3; deformation energy 1.0 eV
tunnelling factor at fc, 10 K: 0.768
full tunnelling / simple kappa, 10 K: 1.148
atom density 6.6e+22 cm^-3
Debye temperature 481.3 K
minimum path 0.3 nm
diffusive kappa at 10 K 0.000764 W/(m K)
path = half wavelength at 0.877 THz
simple-model heat above it at 10 K 0.0073
speeds L, T: 5900, 3700 m/s
two-speed / one-speed kappa, fixed C and fc: 0.947
kappa ratio with 1 mm boundary 0.98981
T (K); simple; extended; diffusive part, W/(m K)
  1; 0.0319; 0.0256; 0.0000
  2; 0.0691; 0.0672; 0.0000
  5; 0.1196; 0.1402; 0.0001
 10; 0.1453; 0.1676; 0.0008
 20; 0.1604; 0.1778; 0.0061
 30; 0.1658; 0.1928; 0.0206
 50; 0.1702; 0.2651; 0.0923
100; 0.1737; 0.6019; 0.4280
extended curve flattest near 14.7 K
local exponent there 0.072
```
